# Ion Energy Splitting in a High-Frequency Collisionless RF Sheath: test program

```python
"""High-frequency ion energy splitting in a collisionless rf sheath.

Result under test: Delta_E = C*V1/(omega*tau), C = 4(1+p)/(1-p), for ions
starting at rest in dc and rf fields that both vary as x**p.
V0, V1: mean and rf amplitude of the sheath voltage; s: sheath width;
M: ion mass; omega: angular frequency; tau: dc transit time; charge = 1.
All calculations use atomic units. Newton's equation is integrated with
position as the independent variable, for many entry phases at once.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
TIME_S = const.physical_constants["atomic unit of time"][0]
MASS_U = const.atomic_mass / const.m_e


def fly(V0, V1, s, M, omega, p_dc, p_rf, K_entry=0.0, count=720):
    """Return entry phase, arrival phase and impact energy."""
    entry = np.linspace(0, 2 * np.pi, count, endpoint=False)
    v_ref = np.sqrt(2 * V0 / M)

    def force(y, phase):
        dc = V0 * (1 + p_dc) / s * y**p_dc
        rf = V1 * (1 + p_rf) / s * y**p_rf
        return dc + rf * np.cos(phase)

    if K_entry > 0:
        z_start = 0.0
        speed = np.full(count, np.sqrt(2 * K_entry / M))
        phase = entry.copy()
    else:
        # Rest start: constant-phase solution on a tiny first interval.
        assert p_dc == p_rf
        z_start = 1e-4
        x = s * z_start**3
        kinetic = force(z_start**3, entry) * x / (1 + p_dc)
        speed = np.sqrt(2 * kinetic / M)
        phase = entry + omega * 2 / (1 - p_dc) * x / speed

    def newton(z, state):
        angle, u = state[:count], state[count:]
        dx = 3 * s * z**2
        v = u * v_ref
        return np.concatenate((omega * dx / v,
                               force(z**3, angle) * dx / (M * v * v_ref)))

    atol = np.concatenate((np.full(count, 1e-10), np.full(count, 1e-14)))
    sol = solve_ivp(newton, (z_start, 1.0),
                    np.concatenate((phase, speed / v_ref)),
                    method="DOP853", rtol=1e-9, atol=atol)
    assert sol.success
    last = sol.y[:, -1]
    return entry, last[:count], 0.5 * M * (last[count:] * v_ref)**2


def coefficient(p):
    return 4 * (1 + p) / (1 - p)


V0_eV, V1_eV, s_ang, mass_u, freq_MHz = 200.0, 100.0, 2e7, 40.0, 60.0
V0, V1 = V0_eV / HARTREE_EV, V1_eV / HARTREE_EV
s, M = s_ang / BOHR_ANG, mass_u * MASS_U
omega = 2 * np.pi * freq_MHz * 1e6 * TIME_S
r = V1 / V0
v_wall = np.sqrt(2 * V0 / M)
child = 1 / 3
tau = 3 * s / v_wall
x_main = omega * tau

print(f"Mean sheath voltage: {V0_eV:.1f} V")
print(f"Rf voltage amplitude: {V1_eV:.1f} V")
print(f"Sheath width: {s_ang:.3e} angstrom")
print(f"Ion mass: {mass_u:.1f} u")
print(f"Frequency: {freq_MHz:.1f} MHz")
print(f"Child dc transit time: {tau * TIME_S * 1e6:.5f} microseconds")
print(f"Child omega*tau: {x_main:.3f} (dimensionless)")

# Main example and the first-order energy law.
entry, arrival, energy = fly(V0, V1, s, M, omega, child, child)
split = np.ptp(energy)
formula = coefficient(child) * V1 / x_main
assert abs(split / formula - 1) < 20 / x_main**2
law = V0 + formula / 2 * np.sin(arrival)
law_error = np.max(abs(energy - law)) / (formula / 2)
assert law_error < 5 / x_main
closed_arrival = np.append(arrival, arrival[0] + 2 * np.pi)
assert np.all(np.diff(closed_arrival) > 0)
print(f"Splitting, formula: {formula * HARTREE_EV:.4f} eV")
print(f"Splitting, formula: {formula:.6f} hartree")
print(f"Splitting, integrated orbits: {split * HARTREE_EV:.4f} eV")
print(f"Lower edge, integrated: {energy.min() * HARTREE_EV:.4f} eV")
print(f"Upper edge, integrated: {energy.max() * HARTREE_EV:.4f} eV")
print(f"Largest sine-law error / half splitting: {law_error:.5f}")

position = (energy - energy.min()) / split
low = np.mean(position < 0.1)
middle = np.mean(abs(position - 0.5) < 0.05)
high = np.mean(position > 0.9)
assert min(low, high) > middle
print(f"Ion fraction in lowest tenth of range: {low:.3f}")
print(f"Ion fraction in middle tenth of range: {middle:.3f}")
print(f"Ion fraction in highest tenth of range: {high:.3f}")

# Frequency scan for the Child profile.
for x in (20.0, 40.0, 80.0, 160.0):
    result = np.ptp(fly(V0, V1, s, M, x / tau, child, child)[2])
    expected = coefficient(child) * V1 / x
    error = result / expected - 1
    assert abs(error) < 20 / x**2
    print(f"Child omega*tau={x:.0f}: orbits {result * HARTREE_EV:.4f} eV, "
          f"formula {expected * HARTREE_EV:.4f} eV, error {100*error:.3f} %")

# Transit factor and splitting coefficient for different profiles.
for p in (0.0, 0.2, child):
    flight = fly(V0, 0.0, s, M, omega, p, p, count=8)
    tau_measured = np.mean(flight[1] - flight[0]) / omega
    transit_factor = v_wall * tau_measured / s
    assert abs(transit_factor - 2 / (1 - p)) < 1e-5
    x = 80.0
    result = np.ptp(fly(V0, V1, s, M, x / tau_measured, p, p)[2])
    measured = result * x / V1
    assert abs(measured / coefficient(p) - 1) < 1.2 / x
    print(f"Profile p={p:.3f}: v_wall*tau/s={transit_factor:.5f}, "
          f"C orbits={measured:.4f}, C formula={coefficient(p):.4f}")

# Ion mass dependence at fixed frequency and voltage.
light = np.ptp(fly(V0, V1, s, M / 4, omega, child, child)[2])
assert abs(light / split - 2) < 0.04
print(f"Splitting for {mass_u / 4:.0f} u ion: {light * HARTREE_EV:.4f} eV")
print(f"Splitting ratio, light/heavy: {light / split:.4f}")

# Closed solution for a spatially uniform field.
th0, th, W = fly(V0, V1, s, M, omega, 0.0, 0.0)
g = V0 / (M * s)
tau_uniform = 2 * s / v_wall
root = np.sqrt(tau_uniform**2 + (r * np.sin(th0) / omega)**2
               + 2 * r * (np.cos(th) - np.cos(th0)) / omega**2)
v_closed = g * (r * np.sin(th) / omega + root)
closed_error = np.max(abs(np.sqrt(2 * W / M) / v_closed - 1))
assert closed_error < 1e-6
print(f"Uniform-field closed speed, largest relative error: "
      f"{closed_error:.1e}")

# Phase bunching remains finite at high frequency.
r_small, x = 0.05, 300.0
print(f"Bunching test: V1/V0={r_small:.2f}, omega*tau={x:.0f}")
for p, name in ((0.0, "uniform"), (child, "Child")):
    n = 2 / (1 - p)
    tau_p = n * s / v_wall
    th0, th, _ = fly(V0, r_small * V0, s, M, x / tau_p, p, p)
    lag = th - th0 - x
    kappa = 2 * np.mean(lag * np.sin(th0))
    expected = r_small * (n - 1) / (2 * n - 3)
    assert abs(kappa / expected - 1) < 0.03
    print(f"Bunching, {name}: orbits {kappa:.5f} rad, "
          f"formula {expected:.5f} rad")

# Child dc field with uniform rf field and finite entry energy.
K_eV = 2.5
K = K_eV / HARTREE_EV
flight = fly(V0, 0.0, s, M, omega, child, 0.0, K, count=8)
x_mixed = np.mean(flight[1] - flight[0])
mixed = np.ptp(fly(V0, V1, s, M, omega, child, 0.0, K)[2])
u_entry = np.sqrt(2 * K / M)
u_wall = np.sqrt(2 * (V0 + K) / M)
center = 2 * V1 * u_wall / (s * omega)
fraction = u_entry / u_wall
# The extra 0.02 covers second-order rf kicks, about 0.01 here.
assert abs(mixed / center - 1) < fraction + 0.02
print(f"Mixed profiles, entry energy: {K_eV:.2f} eV")
print(f"Mixed profiles, omega*tau: {x_mixed:.3f} (dimensionless)")
print(f"Mixed profiles, splitting from orbits: {mixed*HARTREE_EV:.4f} eV")
print(f"Mixed profiles, wall term alone: {center*HARTREE_EV:.4f} eV")
print(f"Mixed profiles, entry/wall speed: {fraction:.4f}")
print(f"Mixed profiles, C from orbits: {mixed * x_mixed / V1:.4f}")

# Opposite, quasi-static limit.
x_slow = 0.05
slow = np.ptp(fly(V0, V1, s, M, x_slow / tau, child, child)[2])
assert abs(slow / (2 * V1) - 1) < 0.01
print(f"Low-frequency omega*tau: {x_slow:.2f} (dimensionless)")
print(f"Low-frequency splitting from orbits: {slow*HARTREE_EV:.4f} eV")
print(f"Twice rf amplitude: {2 * V1 * HARTREE_EV:.4f} eV")
print("all good")
```

It prints:

```
Mean sheath voltage: 200.0 V
Rf voltage amplitude: 100.0 V
Sheath width: 2.000e+07 angstrom
Ion mass: 40.0 u
Frequency: 60.0 MHz
Child dc transit time: 0.19316 microseconds
Child omega*tau: 72.820 (dimensionless)
Splitting, formula: 10.9860 eV
Splitting, formula: 0.403727 hartree
Splitting, integrated orbits: 10.9821 eV
Lower edge, integrated: 194.5278 eV
Upper edge, integrated: 205.5099 eV
Largest sine-law error / half splitting: 0.04462
Ion fraction in lowest tenth of range: 0.163
Ion fraction in middle tenth of range: 0.064
Ion fraction in highest tenth of range: 0.237
Child omega*tau=20: orbits 39.8524 eV, formula 40.0000 eV, error -0.369 %
Child omega*tau=40: orbits 19.9791 eV, formula 20.0000 eV, error -0.104 %
Child omega*tau=80: orbits 9.9971 eV, formula 10.0000 eV, error -0.029 %
Child omega*tau=160: orbits 4.9996 eV, formula 5.0000 eV, error -0.007 %
Profile p=0.000: v_wall*tau/s=2.00000, C orbits=4.0500, C formula=4.0000
Profile p=0.200: v_wall*tau/s=2.50000, C orbits=5.9997, C formula=6.0000
Profile p=0.333: v_wall*tau/s=3.00000, C orbits=7.9977, C formula=8.0000
Splitting for 10 u ion: 21.9405 eV
Splitting ratio, light/heavy: 1.9978
Uniform-field closed speed, largest relative error: 1.7e-10
Bunching test: V1/V0=0.05, omega*tau=300
Bunching, uniform: orbits 0.05017 rad, formula 0.05000 rad
Bunching, Child: orbits 0.03366 rad, formula 0.03333 rad
Mixed profiles, entry energy: 2.50 eV
Mixed profiles, omega*tau: 52.343 (dimensionless)
Mixed profiles, splitting from orbits: 8.8219 eV
Mixed profiles, wall term alone: 8.2908 eV
Mixed profiles, entry/wall speed: 0.1111
Mixed profiles, C from orbits: 4.6176
Low-frequency omega*tau: 0.05 (dimensionless)
Low-frequency splitting from orbits: 199.9900 eV
Twice rf amplitude: 200.0000 eV
all good
```
